**Solute loss from a shortened diffusion equation**

The program compares \(c_t=Dc_{xx}\) with the conservative equation \(c_t=(Dc_x)_x\) on a periodic interval of length \(L\), where \(c\) is the site fraction and \(D\) the diffusivity. For \(D=D_0e^{b(c-c_0)}\) and a starting cosine of amplitude \(A\), the predicted final loss of content is \(L\ln I_0(bA)/b\), with \(I_0\) a modified Bessel function. The program asserts that the initial loss rate agrees with quadrature and that the simulated final loss agrees with this formula. It also asserts the conserved exponential mean, the bounds on the solution, the decay of its roughness, the reversed sign of the error and the small-amplitude limit. The output shows the content falling from 50 Å to 41.70 Å under the shortened equation, while the flux form keeps 50 Å. Refining the grid leaves that loss unchanged, whereas the leak of the complete expanded form falls by a factor of about four when the spacing is halved from 32 to 64 points. For a diffusivity prescribed in space, the runs show loss, conservation or gain, depending on the phase between diffusivity and composition.

## Verification by program

```python
"""
Result under test: for a periodic site fraction c(x,t), the shortened equation
    c_t = D c_xx
does not conserve the content N = integral of c over one period, whereas
    c_t = (D c_x)_x
does.  For D = D0 exp(b (c - c0)) and the start c = c0 + A cos(k x), z = b A:
    initial dN/dt = -D0 A k^2 L I1(z),   final loss of N = L ln(I0(z)) / b.
For a prescribed D = D0 (1 + a cos(k x)) and c = c0 + A cos(k x - phi):
    final c = c0 - A cos(phi) (1 - sqrt(1 - a^2)) / a.
L: period, k = 2 pi / L, b = g / theta, g: fall of the barrier per unit c,
theta: temperature as an energy, I0 and I1: modified Bessel functions.
Units: eV, angstrom, microsecond.  Gradient energy is zero.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import iv

theta, barrier, g = 0.1, 2.0, 0.4
prefactor, L, c0, A = 1.0e9, 100.0, 0.5, 0.3
b = g / theta
z = b * A
k = 2 * np.pi / L
D0 = prefactor * np.exp(-barrier / theta)
tau = 1 / (D0 * k**2)


def arrhenius(c, slope=g):
    """Diffusivity from a barrier that is linear in composition."""
    return prefactor * np.exp(-(barrier - slope * (c - c0)) / theta)


def rate(form, c, D, h):
    """Time derivative of c on a periodic grid for three discrete forms."""
    c_right, c_left = np.roll(c, -1), np.roll(c, 1)
    D_right, D_left = np.roll(D, -1), np.roll(D, 1)
    if form == "flux":
        face_flux = -0.5 * (D + D_right) * (c_right - c) / h
        return -(face_flux - np.roll(face_flux, 1)) / h
    result = D * (c_right - 2 * c + c_left) / h**2
    if form == "expanded":
        result = result + (D_right - D_left) * (c_right - c_left) / (4 * h**2)
    return result


def evolve(form, start, diffusivity, times):
    h = L / len(start)
    sol = solve_ivp(lambda t, c: rate(form, c, diffusivity(c), h),
                    (0, times[-1]), start, method="LSODA",
                    t_eval=times, rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y.T


def cosine(points, amplitude=A, phase=0.0):
    x = np.arange(points) * L / points
    return c0 + amplitude * np.cos(k * x - phase)


# Initial loss rate: quadrature of the definition against the Bessel formula.
def curvature_integrand(x):
    c = c0 + A * np.cos(k * x)
    return arrhenius(c) * (-A * k**2 * np.cos(k * x))


loss_rate_quad = quad(curvature_integrand, 0, L, epsabs=1e-12, epsrel=1e-11)[0]
loss_rate_formula = -D0 * A * k**2 * L * iv(1, z)
assert abs(loss_rate_quad / loss_rate_formula - 1) < 1e-8

# Local picture: spectral derivatives of the starting profile.
n = 64
start = cosine(n)
wave = 2 * np.pi * np.fft.fftfreq(n, L / n)


def derivative(f):
    return np.fft.ifft(1j * wave * np.fft.fft(f)).real


D_start = arrhenius(start)
slope_c = derivative(start)
true_local = derivative(D_start * slope_c)
short_local = D_start * derivative(slope_c)
omitted = b * D_start * slope_c**2
assert np.allclose(true_local - short_local, omitted,
                   rtol=0, atol=1e-9 * omitted.max())
assert abs(np.mean(omitted) * L + loss_rate_quad) < 1e-8 * abs(loss_rate_quad)

# Time evolution of the shortened and the conservative equation.
times = tau * np.array([0, 0.25, 0.5, 1, 2, 4, 8, 25])
short = evolve("short", start, arrhenius, times)
flux = evolve("flux", start, arrhenius, times)
N_short, N_flux = L * short.mean(axis=1), L * flux.mean(axis=1)
final_loss = N_short[0] - N_short[-1]
loss_formula = L * np.log(iv(0, z)) / b
assert abs(final_loss - loss_formula) < 1e-5
assert np.all(np.diff(N_short) < 0)
assert np.max(np.abs(N_flux - N_flux[0])) < 1e-5
assert np.ptp(short[-1]) < 1e-5 and np.ptp(flux[-1]) < 1e-5

# The shortened equation keeps another mean, which the true equation changes.
kept_short = np.exp(-b * (short - c0)).mean(axis=1)
kept_flux = np.exp(-b * (flux - c0)).mean(axis=1)
assert np.max(np.abs(kept_short - kept_short[0])) < 1e-6
assert abs(kept_flux[-1] - kept_flux[0]) > 0.1

# The faulty solution stays bounded and flattens at least at the proven rate.
assert short.max() <= start.max() + 1e-8
assert short.min() >= start.min() - 1e-8
roughness = np.sum((np.roll(short, -1, axis=1) - short)**2, axis=1)
bound = roughness[0] * np.exp(-2 * D_start.min() * k**2 * times)
assert np.all(roughness <= bound * (1 + 1e-8))

# Reversed composition dependence: the content must grow instead.
reverse = evolve("short", start, lambda c: arrhenius(c, -g), times)
reverse_gain = L * (reverse[-1].mean() - c0)
assert abs(reverse_gain - loss_formula) < 1e-5

# Small amplitude: common linear decay, second-order loss.
A_small = A / 10
small_start = cosine(n, A_small)
small_short = evolve("short", small_start, arrhenius, times)
small_flux = evolve("flux", small_start, arrhenius, times)
small_loss = L * (c0 - small_short[-1].mean())
small_estimate = L * b * A_small**2 / 4
assert abs(small_loss / small_estimate - 1) < 2e-3
mode = np.cos(2 * np.pi * np.arange(n) / n)
decay_short = 2 * np.mean(small_short[3] * mode) / A_small
decay_flux = 2 * np.mean(small_flux[3] * mode) / A_small
assert abs(decay_short * np.e - 1) < 0.01
assert abs(decay_flux * np.e - 1) < 0.01

# Grid refinement: wrong equation against discretization error.
grid_rows = []
for points in (16, 32, 64):
    profile = cosine(points)
    h = L / points
    D_grid = arrhenius(profile)
    leak_short = h * rate("short", profile, D_grid, h).sum()
    leak_expanded = h * rate("expanded", profile, D_grid, h).sum()
    leak_ratio = leak_expanded / leak_short
    assert abs(leak_ratio / np.sin(k * h / 2)**2 - 1) < 1e-8
    losses = [L * (c0 - evolve(form, profile, arrhenius, times)[-1].mean())
              for form in ("short", "expanded", "flux")]
    assert abs(losses[0] - loss_formula) < 1e-5
    assert abs(losses[2]) < 1e-5
    grid_rows.append((points, h, leak_ratio, *losses))
refinement_ratio = grid_rows[1][4] / grid_rows[2][4]
assert 3.7 < refinement_ratio < 4.3

# Prescribed D(x): loss, conservation by symmetry, and gain.
a = 0.8
D_fixed = D0 * (1 + a * np.cos(2 * np.pi * np.arange(n) / n))
fixed_rows = []
for degrees in (0, 90, 180):
    phi = np.radians(degrees)
    initial_rate = quad(lambda x: -D0 * (1 + a * np.cos(k * x)) * A * k**2
                        * np.cos(k * x - phi), 0, L, epsabs=1e-11)[0]
    rate_formula = -0.5 * a * A * D0 * k**2 * L * np.cos(phi)
    assert abs(initial_rate - rate_formula) < 1e-9
    end = evolve("short", cosine(n, A, phi), lambda c: D_fixed,
                 np.array([0, 60 * tau]))[-1]
    end_formula = c0 - A * np.cos(phi) * (1 - np.sqrt(1 - a**2)) / a
    assert np.max(np.abs(end - end_formula)) < 1e-5
    fixed_rows.append((degrees, initial_rate, L * end.mean()))

# Conversions of the main results.
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
loss_bohr = final_loss * const.angstrom / bohr
D0_atomic = D0 * const.angstrom**2 / 1e-6 / (bohr**2 * hartree / const.hbar)

print(f"temperature theta = {theta:.2f} eV, barrier at c0 = {barrier:.2f} eV")
print(f"barrier fall per unit site fraction g = {g:.2f} eV")
print(f"prefactor = {prefactor:.1e} A^2/us, period L = {L:.1f} A")
print(f"c0 = {c0:.2f}, amplitude A = {A:.2f}, b = {b:.2f}, z = {z:.2f}")
print(f"wave number k = {k:.6f} 1/A")
print(f"D0 = {D0:.4f} A^2/us = {D0_atomic:.4e} atomic units")
print(f"decay time tau = 1/(D0 k^2) = {tau:.2f} us")
print(f"Bessel values I0(z) = {iv(0, z):.6f}, I1(z) = {iv(1, z):.6f}")
print(f"D at crest = {D_start[0]:.4f}, trough = {D_start[n//2]:.4f} A^2/us")
print("initial local rate dc/dt in 1/us: place, shortened, true")
for place, i in (("crest", 0), ("flank", n // 4), ("trough", n // 2)):
    print(f"  {place:6s} {short_local[i]:10.6f} {true_local[i]:10.6f}")
print(f"initial dN/dt, shortened, quadrature = {loss_rate_quad:.6f} A/us")
print(f"initial dN/dt, shortened, formula = {loss_rate_formula:.6f} A/us")
print("time/tau, N shortened (A), N flux form (A), spread short, spread flux")
for i, t in enumerate(times):
    print(f"  {t/tau:5.2f} {N_short[i]:9.4f} {N_flux[i]:9.4f}"
          f" {np.ptp(short[i]):9.5f} {np.ptp(flux[i]):9.5f}")
print(f"final loss, simulated = {final_loss:.4f} A = {loss_bohr:.4f} bohr")
print(f"final loss, formula = {loss_formula:.4f} A")
print(f"final loss as share of content = {100*final_loss/N_short[0]:.2f} %")
print(f"final uniform site fraction, shortened = {short[-1].mean():.6f}")
print(f"mean exp(-b(c-c0)), shortened: start {kept_short[0]:.6f},"
      f" end {kept_short[-1]:.6f}")
print(f"mean exp(-b(c-c0)), flux form: start {kept_flux[0]:.6f},"
      f" end {kept_flux[-1]:.6f}")
print(f"gain with g reversed = {reverse_gain:.4f} A")
print(f"small amplitude = {A_small:.3f}: loss = {small_loss:.5f} A,"
      f" estimate L b A^2/4 = {small_estimate:.5f} A")
print(f"small-amplitude loss share = {100*small_loss/(L*c0):.3f} %")
print(f"first harmonic left after tau: shortened {decay_short:.5f},"
      f" flux {decay_flux:.5f}, exp(-1) {np.exp(-1):.5f}")
print("points, h (A), initial leak ratio expanded/shortened,")
print("  then final loss (A): shortened, expanded, flux form")
for points, h, ratio, l_short, l_expanded, l_flux in grid_rows:
    print(f"  {points:3d} {h:7.4f} {ratio:9.6f} {l_short:9.4f}"
          f" {l_expanded:9.5f} {abs(l_flux):9.5f}")
print(f"expanded loss, 32 points over 64 points = {refinement_ratio:.3f}")
print(f"prescribed D(x), a = {a:.2f}: phase (deg), dN/dt (A/us), final N (A)")
for degrees, initial_rate, content in fixed_rows:
    print(f"  {degrees:3d} {initial_rate + 0.0:10.6f} {content:9.4f}")
print("all tests passed")
```

It prints:

```
temperature theta = 0.10 eV, barrier at c0 = 2.00 eV
barrier fall per unit site fraction g = 0.40 eV
prefactor = 1.0e+09 A^2/us, period L = 100.0 A
c0 = 0.50, amplitude A = 0.30, b = 4.00, z = 1.20
wave number k = 0.062832 1/A
D0 = 2.0612 A^2/us = 1.7804e-10 atomic units
decay time tau = 1/(D0 k^2) = 122.89 us
Bessel values I0(z) = 1.393726, I1(z) = 0.714678
D at crest = 6.8433, trough = 0.6208 A^2/us
initial local rate dc/dt in 1/us: place, shortened, true
  crest   -0.008105  -0.008105
  flank   -0.000000   0.002929
  trough   0.000735   0.000735
initial dN/dt, shortened, quadrature = -0.174462 A/us
initial dN/dt, shortened, formula = -0.174462 A/us
time/tau, N shortened (A), N flux form (A), spread short, spread flux
   0.00   50.0000   50.0000   0.60000   0.60000
   0.25   46.6670   50.0000   0.44806   0.46626
   0.50   44.9679   50.0000   0.36289   0.37805
   1.00   43.2199   50.0000   0.24738   0.22908
   2.00   42.0533   50.0000   0.11893   0.08180
   4.00   41.7204   50.0000   0.02823   0.01102
   8.00   41.7006   50.0000   0.00160   0.00020
  25.00   41.7005   50.0000   0.00000   0.00000
final loss, simulated = 8.2995 A = 15.6838 bohr
final loss, formula = 8.2995 A
final loss as share of content = 16.60 %
final uniform site fraction, shortened = 0.417005
mean exp(-b(c-c0)), shortened: start 1.393726, end 1.393726
mean exp(-b(c-c0)), flux form: start 1.393726, end 1.000000
gain with g reversed = 8.2995 A
small amplitude = 0.030: loss = 0.08992 A, estimate L b A^2/4 = 0.09000 A
small-amplitude loss share = 0.180 %
first harmonic left after tau: shortened 0.36868, flux 0.36813, exp(-1) 0.36788
points, h (A), initial leak ratio expanded/shortened,
  then final loss (A): shortened, expanded, flux form
   16  6.2500  0.038060    8.2995   0.34578   0.00000
   32  3.1250  0.009607    8.2995   0.08669   0.00000
   64  1.5625  0.002408    8.2995   0.02168   0.00000
expanded loss, 32 points over 64 points = 3.998
prescribed D(x), a = 0.80: phase (deg), dN/dt (A/us), final N (A)
    0  -0.097645   35.0000
   90  -0.000000   50.0000
  180   0.097645   65.0000
all tests passed
```
